# The cubic cold-smearing family and the parameters $a=-\sqrt{2/3}$ and $a=-0.5634$

## Statement

Let $\sigma>0$ be the smearing width, $\mu$ the chemical potential, and $x=(\mu-\varepsilon)/\sigma$ for a level of energy $\varepsilon$. Empty states lie at $x\to-\infty$; with the opposite convention $x=(\varepsilon-\mu)/\sigma$ the sign of $a$ is reversed throughout. Define

$$w(x)=\frac{e^{-x^2}}{\sqrt\pi},\qquad \delta_a=p_a w,\qquad p_a(x)=ax^3-x^2-\tfrac32ax+\tfrac32,$$

the occupation $f_a(x)=\int_{-\infty}^x\delta_a(t)\,dt$, the moments $M_k=\int x^k\delta_a\,dx$ over the whole line, and $r=\sqrt{3/2}=1.224745$. The function $\operatorname{erfc}u=2\int_u^\infty w\,dt$ obeys $\operatorname{erfc}(-u)=2-\operatorname{erfc}u$.

**Theorem.**

1. A function $pw$ with $p$ of degree at most three has $M_0=1$, $M_1=M_2=0$ if and only if $p=p_a$ for some real $a$. Then $M_3=3a/4$, $M_4=-3/4$, $M_5=15a/4$.
2. $\delta_a\ge0$ for all $x<r$ if and only if $a=a_m=-\sqrt{2/3}=-0.8164966$. No $a$ makes $f_a$ monotonic on the whole line.
3. $f_a\ge0$ everywhere if and only if $a_{\min}\le a\le a^*$, where
$$a^*=\sqrt\pi\,e^{3/2}\operatorname{erfc}r-r=-0.5633259,\qquad a_{\min}=-1/u_0=-2.3107945,$$
and $u_0$ is the unique root of $\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u=\tfrac12$. In this window both $\max f_a-1$ and $|M_3|$ are least at $a^*$.
4. For a fixed one-particle spectrum whose density of states $n(\varepsilon)$ is smooth near the Fermi level $\varepsilon_F$ with $n(\varepsilon_F)>0$, the free energy at fixed particle number obeys
$$F-F_0=\tfrac18a\sigma^3n'+\tfrac1{32}\sigma^4n''+\tfrac1{32}a\sigma^5n'''+O(\sigma^6),$$
with derivatives taken at $\varepsilon_F$ and $F_0$ the unsmeared energy.

The number $-0.5634$ is not the nearest four-digit rounding of $a^*$, which is $-0.5633$. It is $a^*$ rounded toward the inside of the window: $-0.5634$ satisfies $f\ge0$ and $-0.5633$ does not.

## Moments

**Lemma 1.** Part 1 holds, and $p_a=1-\tfrac14H_2+\tfrac a8H_3$ with $H_2=4x^2-2$, $H_3=8x^3-12x$.

*Proof.* Let $G_k=\int x^kw\,dx$. Odd $G_k$ vanish by parity and $G_0=1$. Since $w'=-2xw$, integrating $(x^{k+1}w)'=(k+1)x^kw-2x^{k+2}w$ over the line gives $G_{k+2}=\tfrac{k+1}2G_k$, so

$$G_2=\tfrac12,\quad G_4=\tfrac34,\quad G_6=\tfrac{15}8,\quad G_8=\tfrac{105}{16}.$$

For $p=c_0+c_1x+c_2x^2+ax^3$ the three conditions read

$$M_0=c_0+\tfrac12c_2=1,\qquad M_1=\tfrac12c_1+\tfrac34a=0,\qquad M_2=\tfrac12c_0+\tfrac34c_2=0.$$

The third gives $c_0=-\tfrac32c_2$; the first then gives $-c_2=1$, so $c_2=-1$ and $c_0=\tfrac32$. The second gives $c_1=-\tfrac32a$ and leaves $a$ free. Each step is reversible, so the conditions hold for every $a$. The higher moments follow from the even part $\tfrac32-x^2$ and the odd part $a(x^3-\tfrac32x)$:

$$M_3=a(G_6-\tfrac32G_4)=a(\tfrac{15}8-\tfrac98)=\tfrac34a,\qquad M_4=\tfrac32G_4-G_6=-\tfrac34,$$
$$M_5=a(G_8-\tfrac32G_6)=a(\tfrac{105}{16}-\tfrac{45}{16})=\tfrac{15}4a,\qquad M_6=\tfrac32G_6-G_8=-\tfrac{15}4.$$

Finally $1-\tfrac14(4x^2-2)=\tfrac32-x^2$ and $\tfrac a8(8x^3-12x)=ax^3-\tfrac32ax$. ∎

The member $a=0$ is first-order Methfessel–Paxton smearing. The term $aH_3/8$ is the lowest Hermite polynomial that leaves $M_0,M_1,M_2$ untouched, and its price is $M_3\neq0$.

## Occupation and entropy

**Lemma 2.** $f_a(x)=\tfrac12\operatorname{erfc}(-x)+w(x)\left[\tfrac x2-\tfrac a4(2x^2-1)\right]$.

*Proof.* Hermite polynomials satisfy $H_nw=(-1)^nw^{(n)}$, so $(H_{n-1}w)'=-H_nw$ and $\int_{-\infty}^xH_nw\,dt=-H_{n-1}(x)w(x)$ for $n\ge1$. The constant term of $p_a$ gives $\int_{-\infty}^xw=\tfrac12\operatorname{erfc}(-x)$. The term $-\tfrac14H_2$ gives $+\tfrac14H_1w=\tfrac x2w$, with $H_1=2x$. The term $\tfrac a8H_3$ gives $-\tfrac a8H_2w=-\tfrac a4(2x^2-1)w$. ∎

The generalized entropy $S$ per level, a pure number, is fixed by requiring that the smeared occupation make the grand potential of the level, $(\varepsilon-\mu)f-\sigma S$, stationary with respect to $f$. This gives $\varepsilon-\mu-\sigma\,dS/df=0$, that is $dS/df=-x$. Along the curve $f=f_a(x)$ one has $df=\delta_a\,dx$, so $S'(x)=-x\delta_a(x)$, and an empty level is given $S=0$:

$$S_a(x)=-\int_{-\infty}^xt\,\delta_a(t)\,dt .$$

**Lemma 3.** $S_a(x)=w(x)\left[\tfrac14(1-2x^2)+\tfrac a2x^3\right]$. Moreover $S_a(+\infty)=-M_1=0$, $\int S_a\,dx=M_2=0$, and $d^2S/df^2=-1/\delta_a$ wherever $\delta_a\neq0$.

*Proof.* With $H_4=16x^4-48x^2+12$, direct multiplication gives $x=\tfrac12H_1$, $xH_2=4x^3-2x=\tfrac12H_3+2H_1$ and $xH_3=8x^4-12x^2=\tfrac12H_4+3H_2$. The rule $-\int_{-\infty}^xH_nw=H_{n-1}w$ turns these into $\tfrac12$, $\tfrac12H_2+2$ and $\tfrac12H_3+3H_1$, each times $w$. Hence

$$\frac{S_a}{w}=\tfrac12-\tfrac14\left(\tfrac12H_2+2\right)+\tfrac a8\left(\tfrac12H_3+3H_1\right)=-\tfrac18(4x^2-2)+\tfrac a8(4x^3-6x+6x),$$

which is the stated bracket. The limit $S(+\infty)=-M_1$ is the definition. Integration by parts, with $xS\to0$ at both ends, gives $\int S\,dx=-\int xS'\,dx=\int x^2\delta_a\,dx=M_2$. Differentiating $dS/df=-x$ once more gives $d^2S/df^2=-dx/df=-1/\delta_a$. ∎

The last identity says that the stationary point is a minimum of $(\varepsilon-\mu)f-\sigma S$ in $f$ where $\delta_a>0$ and a maximum where $\delta_a<0$. On an interval where $f_a$ turns back, $S$ is not a single-valued function of $f$.

## What the moments do to the energy

Assume a fixed spectrum of independent levels, bounded below, with $n(\varepsilon)$ growing at most as a power and five times continuously differentiable within a distance $D$ of $\varepsilon_F$. Define $N=\int nf\,d\varepsilon$, $E=\int n\varepsilon f\,d\varepsilon$, $S_{\rm tot}=\int nS\,d\varepsilon$, $F=E-\sigma S_{\rm tot}$, $\Omega=F-\mu N$. The unsmeared grand potential is $\Omega_0(m)=\int_{-\infty}^mn(\varepsilon)(\varepsilon-m)\,d\varepsilon$, with $\Omega_0'=-N_0(m)=-\int_{-\infty}^mn\,d\varepsilon$ and $\Omega_0''=-n$.

**Lemma 4.** For any smearing function $\delta$, $\Omega(\mu,\sigma)=\int\delta(t)\,\Omega_0(\mu-\sigma t)\,dt$, $\partial\Omega/\partial\mu=-N$ and $\partial\Omega/\partial\sigma=-S_{\rm tot}$.

*Proof.* Since $\varepsilon-\mu=-\sigma x$, one level contributes $\sigma\phi(x)$ with

$$\phi(x)=-xf-S=\int_{-\infty}^x(t-x)\,\delta(t)\,dt .$$

Now $\sigma(t-x)=\varepsilon-(\mu-\sigma t)$, and $t<x$ is the same as $\varepsilon<\mu-\sigma t$. Multiplying by $n$ and integrating over $\varepsilon$ first produces $\Omega_0(\mu-\sigma t)$ under the $t$ integral. Next $\phi'=-f-x\delta+x\delta=-f$. With $\partial x/\partial\mu=1/\sigma$ this gives $\partial_\mu(\sigma\phi)=-f$. With $\partial x/\partial\sigma=-x/\sigma$ it gives $\partial_\sigma(\sigma\phi)=\phi-x\phi'=-xf-S+xf=-S$. ∎

*Proof of part 4.* Expand $\Omega_0(\mu-\sigma t)$ in $\sigma t$ for $|\sigma t|<D$; the rest of the $t$ axis carries Gaussian weight of order $e^{-D^2/\sigma^2}$ times powers, which is smaller than any power of $\sigma$. With $\Omega_0^{(k)}=-n^{(k-2)}$ for $k\ge2$,

$$\Delta(\mu)\equiv\Omega-\Omega_0=\sigma M_1N_0-\sum_{k\ge2}\frac{(-\sigma)^kM_k}{k!}\,n^{(k-2)}(\mu).$$

A nonzero $M_1$ would add $\sigma M_1$ for every particle, however deep its level; $M_2$ controls the term $-\tfrac12\sigma^2M_2n$. For the plain Gaussian $\delta=w$, with $M_2=\tfrac12$, that term is $-\sigma^2n/4$. For $\delta_a$ both vanish, and

$$k=3:\ +\frac{\sigma^3}{6}\cdot\frac{3a}4n'=\frac{a\sigma^3n'}8,\qquad k=4:\ -\frac{\sigma^4}{24}\cdot\left(-\frac34\right)n''=\frac{\sigma^4n''}{32},$$
$$k=5:\ +\frac{\sigma^5}{120}\cdot\frac{15a}4n'''=\frac{a\sigma^5n'''}{32},\qquad k=6:\ -\frac{\sigma^6}{720}\cdot\left(-\frac{15}4\right)n''''=\frac{\sigma^6n''''}{192}.$$

To pass to fixed $N=N_0(\varepsilon_F)$, put $\eta=\mu-\varepsilon_F$. The condition $N=-\partial_\mu\Omega=N_0(\mu)-\Delta'(\mu)$ becomes $n\eta+\tfrac12n'\eta^2+\dots=\Delta'(\varepsilon_F)+\Delta''\eta+\dots$. Because $\Delta'$ and $\Delta''$ are $O(\sigma^3)$ and $n>0$, $\eta$ is $O(\sigma^3)$ and the terms $n'\eta^2$ and $\Delta''\eta$ are $O(\sigma^6)$:

$$\mu-\varepsilon_F=\frac1n\left(\tfrac18a\sigma^3n''+\tfrac1{32}\sigma^4n'''+\tfrac1{32}a\sigma^5n''''\right)+O(\sigma^6).$$

Then $F=\Omega_0(\mu)+\Delta(\mu)+\mu N$ with $\Omega_0(\mu)=\Omega_0(\varepsilon_F)-N\eta-\tfrac12n\eta^2+\dots$. The terms $\mp N\eta$ cancel and $F_0=\Omega_0(\varepsilon_F)+\varepsilon_FN$, so

$$F-F_0=\Delta+\Delta'\eta-\tfrac12n\eta^2+\dots=\Delta(\varepsilon_F)+\frac{\Delta'^2}{2n}+\dots$$

The correction $\Delta'^2/2n$ starts at $a^2\sigma^6n''^2/(128n)$, which proves part 4. ∎

**Remark (energy and entropy).** At fixed $N$, $dF/d\sigma=\partial_\sigma\Omega+(\partial_\mu\Omega+N)\,d\mu/d\sigma=-S_{\rm tot}$ by Lemma 4. Hence $E=F-\sigma\,dF/d\sigma$, and a term $\sigma^k$ of $F$ enters $E$ with the factor $1-k$: $-2,-3,-4$ for $k=3,4,5$. The combination $(2F+E)/3$ carries the factor $(3-k)/3$ and has no $\sigma^3$ term. At leading order $S_{\rm tot}=-\tfrac38a\sigma^2n'$, which for $a<0$ has the sign of $n'$; the generalized entropy has no fixed sign.

**Remark (failure).** The series is asymptotic in $\sigma/D$ and loses accuracy as a band edge or van Hove singularity comes within a few $\sigma$ of $\varepsilon_F$. For $a=-0.5634$ and energies measured from the band edge, the three terms miss $F-F_0$ at $\varepsilon_F=3\sigma$ by 0.9% if $n\propto\sqrt\varepsilon$ and by 7% if $n\propto1/\sqrt\varepsilon$; at $\varepsilon_F=2\sigma$ the errors are 4% and 22%. The derivation does not cover $n(\varepsilon_F)=0$, where $\eta=\Delta'/n$ has no meaning. The series describes the continuous Brillouin-zone integral, which a k-point sum reproduces once the mesh resolves the smeared step. For the chain treated below, at $\sigma=0.1$ eV and $a=-0.5634$, meshes of $N_k=60$, 90 and 120 points at $k=2\pi(j+\tfrac12)/N_k$, with level spacings $1.8\sigma$, $1.2\sigma$ and $0.9\sigma$ at $\varepsilon_F$, miss $F$ by about $55$, $1.8$ and $0.02$ μeV per site. The response of a self-consistent potential to the smearing is not included.

## Why the occupation must leave the interval from 0 to 1

**Lemma 5.** Let $f$ be continuously differentiable with $f'=\delta$ decaying rapidly, $M_0=1$, and let $\theta$ be the unit step. Then $\int x(f-\theta)\,dx=-M_2/2$. If $M_2=0$, then $f<0$ or $f>1$ somewhere.

*Proof.* Integrate by parts on each half line with antiderivative $x^2/2$, which vanishes at $x=0$; at infinity $f-\theta$ decays rapidly. This leaves $-\tfrac12\int x^2\delta\,dx$. If $0\le f\le1$, the integrand is $xf\le0$ for $x<0$ and $x(f-1)\le0$ for $x>0$. A zero integral would force $f=\theta$ almost everywhere, which a continuous $f$ cannot satisfy near $x=0$. ∎

For the Gaussian the integral is $-\tfrac14$, as the quadrature value $-0.250000$ confirms. A monotonic $f$ running from 0 to 1 stays in $[0,1]$, so Lemma 5 proves the second sentence of part 2. The two violations are not equivalent physically. The density $\sum f|\psi|^2$ is guaranteed nonnegative at every point if $f\ge0$, whatever the size of $f$, and loses that guarantee if some $f<0$. Cold smearing places the violation on the side $f>1$.

## The monotonic tail

**Lemma 6.** $p_a=(x^2-r^2)(ax-1)$ with $r^2=\tfrac32$.

*Proof.* $(x^2-\tfrac32)(ax-1)=ax^3-x^2-\tfrac32ax+\tfrac32$. ∎

The roots $\pm r$ do not move with $a$; only the root $1/a$ does. The discriminant, $a^4$ times the product of squared root differences, is $a^4(2r)^2(r-1/a)^2(r+1/a)^2=6(a^2r^2-1)^2=\tfrac32(3a^2-2)^2$. All roots are real, and two coincide only at $a^2=\tfrac23$.

*Proof of part 2.* Suppose $a\ge0$. For $x<-r$ the first factor is positive and $ax-1<0$, so $\delta_a<0$. Suppose $a<0$, so that $ax=|a||x|$ for $x<0$. On $x<-r$ the first factor is positive, and $\delta_a\ge0$ needs $|a||x|\ge1$ for all $|x|>r$, which means $|a|r\ge1$. On $-r<x<r$ the first factor is negative, and $\delta_a\ge0$ needs $ax\le1$; the supremum of $ax$ there is $|a|r$, so $|a|r\le1$. Both hold only for $|a|=1/r=\sqrt{2/3}$. At that value $ax-1=-(x+r)/r$ and

$$p_{a_m}=\sqrt{2/3}\,(x+r)^2(r-x),$$

which is nonnegative for $x<r$. ∎

At $a_m$ the occupation rises from 0 to its maximum at $x=r$, with a horizontal inflection at $x=-r$, where $f=0.015936$ and the curvature $-1/\delta$ of $S(f)$ diverges. The entropy is a single-valued concave function of $f$ on the whole rising branch.

## The positivity window and the overshoot

For $a<0$ and $a\neq a_m$, where the three roots are distinct, Lemma 6 gives the sign of $\delta_a$ from left to right across its three roots as $+,-,+,-$, since $p_a\approx ax^3>0$ at $x\to-\infty$ and simple roots change the sign. The two negative roots are $-r$ and $1/a$; $f_a$ has a local maximum at the left one, a local minimum at the right one, and a local maximum at $r$, beyond which it falls toward 1. At $x=\pm r$ one has $2x^2-1=2$, and Lemma 2 gives

$$f_a(-r)=\tfrac12\operatorname{erfc}r-\tfrac12w(r)(r+a),\qquad f_a(r)-1=-\tfrac12\operatorname{erfc}r+\tfrac12w(r)(r-a).$$

*Proof of part 3.* For $a\ge0$, $\delta_a<0$ on all of $x<-r$, so $f_a(-r)<0$. For $a<0$, $a\neq a_m$, $f_a$ rises from 0 up to the first root and exceeds 1 beyond $r$, so $f_a\ge0$ everywhere exactly when its value at the local minimum is nonnegative.

Case $a_m<a<0$. Here $1/a<-r$ and the minimum is at $-r$. Because $\operatorname{erfc}r/w(r)=\sqrt\pi e^{3/2}\operatorname{erfc}r=a^*+r$, the formula above becomes

$$f_a(-r)=\tfrac12w(r)\,(a^*-a),$$

which is nonnegative exactly for $a\le a^*$. With $\sqrt\pi e^{3/2}\operatorname{erfc}r=0.6614189$, $a^*=0.661419-1.224745=-0.563326$, which lies between $a_m$ and 0 as the case requires.

Case $a<a_m$. The minimum is at $x=1/a=-u$ with $0<u<r$. The bracket of Lemma 2 is $\tfrac1{2a}-\tfrac a4\left(\tfrac2{a^2}-1\right)=\tfrac a4=-\tfrac1{4u}$, so

$$f_a(1/a)=\tfrac12\operatorname{erfc}u-\frac{w(u)}{4u}=\frac{w(u)}{2u}\left[g(u)-\tfrac12\right],\qquad g(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u .$$

Substituting $t=u+\tau$ in the definition gives $\sqrt\pi e^{u^2}\operatorname{erfc}u=2\int_0^\infty e^{-2u\tau-\tau^2}d\tau$, and $s=2u\tau$ gives $g(u)=\int_0^\infty e^{-s}e^{-s^2/4u^2}ds$. The integrand increases with $u$ at every $s>0$, from 0 to $e^{-s}$, so $g$ rises strictly from 0 to 1 and crosses $\tfrac12$ once, at $u_0=0.4327516$. Since $u_0<r$ the crossing belongs to this case, and $f\ge0$ holds for $u\ge u_0$, that is $a\ge-1/u_0$. At $a=a_m$ positivity follows from part 2.

Overshoot. The global maximum is at $r$: if the other local maximum is at $1/a$, its value is below $\tfrac12\operatorname{erfc}u<\tfrac12$; if it is at $-r$, subtraction gives $f_a(r)-f_a(-r)=1-\operatorname{erfc}r+rw(r)>0$. The overshoot $f_a(r)-1$ is linear in $a$ with slope $-w(r)/2<0$, so it is least at the largest admissible $a$, which is $a^*$. The same holds for $|M_3|=\tfrac34|a|$. ∎

**Remark (the rounding).** With $w(r)=0.12588771$ and $a^*-a=-0.5633259+0.5634=7.41\times10^{-5}$,

$$f_{-0.5634}(-r)=\tfrac12\times0.12588771\times7.41\times10^{-5}=4.66\times10^{-6},$$

while $a=-0.5633$ gives $-1.63\times10^{-6}$. The difference is immaterial for energies, since it changes the $\sigma^3$ term by about one part in $5600$, but of the two only $-0.5634$ keeps $f\ge0$ everywhere.

**Remark (the two choices).** Adding the two formulas above gives $f_a(r)-1=|a|w(r)-f_a(-r)$ for $a<0$. At $a=-0.5634$ this is $0.070925-0.000005=0.070920$.

| $a$ | $M_3$ | $f(-r)$ | $f(0)$ | $\max f-1$ |
|---|---|---|---|---|
| $0$ | $0$ | $-0.035458$ | $0.500000$ | $0.035458$ |
| $-0.5634$ | $-0.42255$ | $0.000005$ | $0.420534$ | $0.070920$ |
| $a_m$ | $-0.61237$ | $0.015936$ | $0.384835$ | $0.086851$ |

Going from $a_m$ to $-0.5634$ lowers the overshoot by 18% and the $\sigma^3$ term by 31%, both relative to their values at $a_m$. What is given up is the monotonic tail. At $a=-0.5634$, $\delta_a$ is negative between $1/a=-1.77494$ and $-r$, reaching $-0.007759$, and $f$ has a tail bump of height $0.002630$ at $1/a$ before it falls almost to zero at $-r$. Each $f$ between $4.7\times10^{-6}$ and $0.002630$ then belongs to three values of $x$, and $S(f)$ has three branches there. The quantity minimised at $a^*$ is the overshoot above 1, under the constraint $f\ge0$; among $a<0$ the tail bump is removed altogether only at $a_m$. For every $a$ in the window the other local maximum, which is absent at $a_m$, lies below 1 (below $\tfrac12$ if it is at $1/a$, at most $\tfrac12w(r)(a^*-a_{\min})\approx0.11$ if it is at $-r$), so the values of $f$ between 1 and its maximum belong to two values of $x$.

**Remark (a gap).** Take two levels separated by $\gamma\sigma$, $\gamma>0$, holding one particle: $f_a(x)+f_a(x-\gamma)=1$, with $x$ measured from the lower level. For $a$ in the window and $x\ge r$, the first term exceeds 1 and the second is nonnegative, so there is no root. The chemical potential therefore lies less than $r\sigma$ above the lower level however large the gap is. For $a=a_m$ and $x<r$ the derivative $\delta(x)+\delta(x-\gamma)$ is positive, since the terms are nonnegative and cannot both vanish, so the root is unique. For $a=-0.5634$ the second term can be negative and this argument for uniqueness does not apply.

**Remark (the shifted Gaussian).** The Marzari–Vanderbilt function $(2-\sqrt2x)\,w(x-c)$, $c=1/\sqrt2$, is not a member of the family, because its ratio to $w(x)$ contains $e^{\sqrt2x}$. With $y=x-c$ it is $(1-2cy)w(y)$. Using $G_2$, $G_4$ and $c^2=\tfrac12$: $M_0=1$, $M_1=c-c=0$, $M_2=(\tfrac12+c^2)-2c\cdot c=0$, and $M_3=(\tfrac32c+c^3)-2c(\tfrac34+\tfrac32c^2)=-2c^3=-0.70711$. It is positive for $x<\sqrt2$, so its tail is monotonic as at $a_m$; its overshoot $0.083315$ is smaller than at $a_m$ and its $|M_3|$ larger.

## Worked example: free-electron gas

Take the round model value $r_s=4$ bohr and $\sigma=0.5$ eV. Then $\varepsilon_F=\tfrac12\left[(9\pi/4)^{1/3}/r_s\right]^2$ hartree $=3.13200$ eV, $F_0=E_0=\tfrac35\varepsilon_F=1.87920$ eV per electron, and $\sigma/\varepsilon_F=0.15964$; the nearest singularity is the band bottom, so $D$ can be taken close to $\varepsilon_F$. Per electron $n(\varepsilon)=\tfrac32\sqrt\varepsilon/\varepsilon_F^{3/2}$, so $n=3/(2\varepsilon_F)=0.478927$ eV$^{-1}$, $n'=n/(2\varepsilon_F)=0.076457$ eV$^{-2}$, $n''=-0.012206$ eV$^{-3}$, $n'''=0.005846$ eV$^{-4}$, $n''''=-0.004666$ eV$^{-5}$. For $a=-0.5634$:

$$\tfrac18(-0.5634)(0.125)(0.076457)=-0.6731\ \text{meV},\qquad\tfrac1{32}(0.0625)(-0.012206)=-0.0238\ \text{meV},$$
$$\tfrac1{32}(-0.5634)(0.03125)(0.005846)=-0.0032\ \text{meV}.$$

The sum is $-0.7001$ meV; direct quadrature of $N$, $E$ and $S_{\rm tot}$ with $\mu$ solved at fixed $N$ gives $-0.7006$ meV. The energy series is $2(0.6731)+3(0.0238)+4(0.0032)=1.430$ meV against $1.433$ meV, and $E-F=2.134$ meV equals $\sigma S_{\rm tot}=0.5\times0.004267$ eV. The shift of $\mu$ is $(0.10745+0.01142+0.00257)\ \text{meV/eV}$ divided by $0.478927$ eV$^{-1}$, or $0.2536$ meV, against $0.2547$ meV. The table lists quadrature values in meV per electron, with the series in brackets (leading term only for the Gaussian).

| smearing | $F-F_0$ | $E-E_0$ |
|---|---|---|
| Gaussian | $-29.88$ $(-29.93)$ | $29.79$ |
| $a=0$ | $-0.0242$ $(-0.0238)$ | $0.0735$ $(0.0715)$ |
| $a=-0.5634$ | $-0.7006$ $(-0.7001)$ | $1.4330$ $(1.4305)$ |
| $a=a_m$ | $-1.0044$ $(-1.0039)$ | $2.0437$ $(2.0410)$ |

In this model at this width both cold choices reduce the Gaussian error in $F$ by factors of about 43 and 30, to 0.04% and 0.05% of $E_0$. The Methfessel–Paxton member is more accurate than either, by factors of roughly 30 and 40, because its $M_3$ vanishes. Here positivity of $f$ is paid for in accuracy of $F$, through the term $\tfrac18a\sigma^3n'$; where $n'=0$ that term is absent for every $a$. The residual for $a=0$, $-0.0004$ meV, is accounted for by the $k=6$ term, $\sigma^6n''''/192=0.015625\times(-0.004666)/192=-0.0004$ meV. For $a=-0.5634$ the combination $(2F+E)/3$ deviates from $E_0$ by $(1.4330-1.4012)/3=0.011$ meV.

A sum over k-points gives a second case, with the opposite sign of $n'$. For the spinless chain $\varepsilon=-2t\cos k$ with $t=1$ eV and filling $\tfrac13$, $\varepsilon_F=-1$ eV and $n(\varepsilon)=1/(\pi\sqrt{4t^2-\varepsilon^2})$ per site, so $n'=-0.061259$ eV$^{-2}$, $n''=0.122518$ eV$^{-3}$, $n'''=-0.285874$ eV$^{-4}$. With $\sigma=0.1$ eV and $a=-0.5634$ the three terms are $4.314+0.383+0.050=4.747$ μeV per site, and the sum over 600 points gives $4.754$ μeV. For $a_m$ the values are $6.708$ and $6.716$ μeV, and for $a=0$ they are $0.383$ and $0.388$ μeV. Here $an'>0$, so $F$ lies above $F_0$: with these smearings $F$ is neither an upper nor a lower bound on the unsmeared energy in general. The smallest occupation on the mesh is $-0.03537$ for $a=0$ and is not negative for the two cold choices. The largest, $1.06953$ and $1.08520$, stay below the maxima $1.070920$ and $1.086851$, which are attained only by a level exactly at $x=r$.

The numerical check tests the moments and the factorisation symbolically, the closed forms of $f_a$ and $S_a$ against quadrature, the values $a_m$, $a^*$ and $a_{\min}$ against independent root and minimum searches, the window and the overshoot on a scan of $a$, the series for $F$ in both models, and, for the gas, the series for $E$ and $\mu$ and the relation $dF/d\sigma=-S_{\rm tot}$.

## Calculated quantities

```
moments M0..M5: [1, 0, 0, 3*a/4, -3/4, 15*a/4]
discriminant: 3*(3*a**2 - 2)**2/2
Gaussian: int x(f-theta) dx = -0.250000
r = sqrt(3/2) = 1.224745
a_m = -0.8164966, from merging roots numerically -0.8164966
erfc(r) = 0.08326452, w(r) = 0.12588771, sqrt(pi) e^1.5 erfc(r) = 0.6614189
a* = -0.5633259 (numerical -0.5633259)
a_min = -2.3107945 (numerical -2.3107945), u = 0.4327516
f(-r) at a=-0.5633: -1.632e-06; at a=-0.5634: 4.662e-06
a=0.0000: M3=0.00000 f(-r)=-0.035458 f(0)=0.500000 overshoot=0.035458
a=-0.5634: M3=-0.42255 f(-r)=0.000005 f(0)=0.420534 overshoot=0.070920
a=-0.8165: M3=-0.61237 f(-r)=0.015936 f(0)=0.384835 overshoot=0.086851
a=-0.5634: tail bump at x=1/a=-1.77494, f=0.002630, min delta(x<0)=-0.007759
shifted-Gaussian form: M3=-0.70711, overshoot=0.083315
gas: rs=4.0 bohr, sigma=0.5 eV, eF=3.13200 eV, E0=1.87920 eV, sigma/eF=0.15964
n=0.478927 /eV, n'=0.076457 /eV^2, n''=-0.012206 /eV^3
n'''=0.005846 /eV^4, n''''=-0.004666 /eV^5
Gaussian: F-F0=-29.8849 meV (leading -29.9329), E-E0=29.7880 meV
a=0.0000: F terms s^3,s^4,s^5 = 0.0000, -0.0238, 0.0000 meV
   F-F0 exact -0.0242, series -0.0238 meV; S_total=0.000196
   E-E0 exact 0.0735, series 0.0715 meV
   mu-eF exact 0.0248, series 0.0238 meV
a=-0.5634: F terms s^3,s^4,s^5 = -0.6731, -0.0238, -0.0032 meV
   F-F0 exact -0.7006, series -0.7001 meV; S_total=0.004267
   E-E0 exact 1.4330, series 1.4305 meV
   mu-eF exact 0.2547, series 0.2536 meV
a=-0.8165: F terms s^3,s^4,s^5 = -0.9754, -0.0238, -0.0047 meV
   F-F0 exact -1.0044, series -1.0039 meV; S_total=0.006096
   E-E0 exact 2.0437, series 2.0410 meV
   mu-eF exact 0.3580, series 0.3567 meV
chain: t=1 eV, Nk=600, sigma=0.1 eV, eF=-1.0000 eV, E0=-0.551329 eV/site
n=0.183776 /eV, n'=-0.061259 /eV^2, n''=0.122518 /eV^3, n'''=-0.285874 /eV^4
a=0.0000: F-F0 sum 0.3884, series 0.3829 ueV; f min -0.03537, max 1.03463
a=-0.5634: F-F0 sum 4.7542, series 4.7473 ueV; f min 0.00000, max 1.06953
a=-0.8165: F-F0 sum 6.7156, series 6.7080 ueV; f min 0.00000, max 1.08520
```
